# The swap of two equal spins as a polynomial in S1·S2: a numerical check

```python
# Result under test: for two equal spins s (hbar = 1), the swap operator P,
# P|a>|b> = |b>|a>, is a polynomial of degree exactly 2s in X = S1.S2:
#   s = 1/2:  P = 2 X + 1/2 = (1 + sigma1.sigma2)/2
#   s = 1:    P = X^2 + X - 1
#   s = 3/2:  P = (2/9) X^3 + (11/18) X^2 - (9/8) X - 67/32
# S = total spin, M = its projection, x_S = eigenvalue of X,
# eps_S = (-1)^(2s-S) = value of P in the multiplet S.
# All quantities are dimensionless.
from fractions import Fraction as F
import numpy as np

TOL = 1e-10  # rounding error of small dense matrices


def spin_matrices(two_s):
    """Sx, Sy, Sz in the basis m = s, s-1, ..., -s."""
    s = two_s / 2
    m = s - np.arange(two_s + 1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2 + 0j,
            (raising - raising.T) / 2j,
            np.diag(m) + 0j]


def swap_matrix(d):
    P = np.zeros((d * d, d * d))
    for i in range(d):
        for j in range(d):
            P[j * d + i, i * d + j] = 1
    return P


def newton_polynomial(points, values):
    """Divided differences and power coefficients (lowest power first)."""
    n = len(points)
    column, differences = list(values), [values[0]]
    for order in range(1, n):
        column = [(column[i + 1] - column[i]) / (points[i + order] - points[i])
                  for i in range(n - order)]
        differences.append(column[0])
    total, product = [F(0)] * n, [F(1)]
    for k in range(n):
        for power, c in enumerate(product):
            total[power] += differences[k] * c
        shifted = [F(0)] + product
        for power, c in enumerate(product):
            shifted[power] -= points[k] * c
        product = shifted
    return differences, total


def matrix_polynomial(coefficients, X):
    return sum(float(c) * np.linalg.matrix_power(X, k)
               for k, c in enumerate(coefficients))


def as_text(numbers):
    """Simple fractions for computed floats, checked for closeness."""
    out = []
    for v in numbers:
        q = F(float(v)).limit_denominator(200)
        assert abs(float(q) - v) < TOL
        out.append(str(q))
    return "(" + ", ".join(out) + ")"


stated = {1: [F(1, 2), F(2)],
          2: [F(-1), F(1), F(1)],
          3: [F(-67, 32), F(-9, 8), F(11, 18), F(2, 9)]}

print("All numbers are dimensionless (hbar = 1)")
for two_s in (1, 2, 3):
    d, s = two_s + 1, F(two_s, 2)
    one = np.eye(d)
    S1 = [np.kron(A, one) for A in spin_matrices(two_s)]
    S2 = [np.kron(one, A) for A in spin_matrices(two_s)]
    P = swap_matrix(d)
    X = sum(A @ B for A, B in zip(S1, S2))
    J = [A + B for A, B in zip(S1, S2)]
    J2 = sum(A @ A for A in J)

    # symmetry properties of the swap
    assert np.allclose(P @ P, np.eye(d * d), atol=TOL)
    for A, B in zip(S1, S2):
        assert np.allclose(P @ A @ P, B, atol=TOL)
        assert np.allclose(P @ (A + B), (A + B) @ P, atol=TOL)

    # traces of P in the sectors M = 2s - k, from the matrix itself
    traces = []
    for k in range(d):
        sector = [i * d + (k - i) for i in range(k + 1)]
        traces.append(int(round(np.trace(P[np.ix_(sector, sector)]))))
    assert traces == [1 if k % 2 == 0 else 0 for k in range(d)]
    print(f"s = {s}: trace of P for M = 2s-k, k = 0..{two_s}: {traces}")

    # multiplets found by diagonalizing J^2, compared with the formulas
    levels, vectors = np.linalg.eigh(J2)
    points, signs = [], []
    for S in range(d):
        V = vectors[:, np.abs(levels - S * (S + 1)) < 1e-8]
        assert V.shape[1] == 2 * S + 1
        x_S = (F(S * (S + 1)) - 2 * s * (s + 1)) / 2
        eps_S = F((-1) ** (two_s - S))
        assert np.allclose(X @ V, float(x_S) * V, atol=TOL)
        assert np.allclose(P @ V, float(eps_S) * V, atol=TOL)
        points.append(x_S)
        signs.append(eps_S)
        print(f"  S = {S}: x_S = {x_S}, eps_S = {eps_S}")
    assert all(points[S] - points[S - 1] == S for S in range(1, d))

    # interpolation gives the stated polynomial, and it is the swap matrix
    differences, coefficients = newton_polynomial(points, signs)
    assert coefficients == stated[two_s]
    assert np.allclose(matrix_polynomial(coefficients, X), P, atol=TOL)
    print("  divided differences:", ", ".join(map(str, differences)))
    print("  coefficients of X^0, X^1, ...:", ", ".join(map(str, coefficients)))

    # no polynomial of lower degree can reproduce the swap
    powers = np.array([np.linalg.matrix_power(X, k).real.ravel()
                       for k in range(two_s)]).T
    best = np.linalg.lstsq(powers, P.ravel(), rcond=None)[0]
    distance = np.linalg.norm(powers @ best - P.ravel())
    assert distance > 0.1
    print(f"  Frobenius distance of P from best degree {two_s - 1}: "
          f"{distance:.4f}")

    if two_s == 1:  # Pauli form, with the Pauli matrices written out
        pauli = [np.array([[0, 1], [1, 0]]), np.array([[0, -1j], [1j, 0]]),
                 np.array([[1, 0], [0, -1]])]
        dot = sum(np.kron(A, A) for A in pauli)
        assert np.allclose((np.eye(4) + dot) / 2, P, atol=TOL)

# Worked example: spin 3/2, sector M = 0 (matrices left from the last pass)
sector = [i * d + (two_s - i) for i in range(d)]
X0 = X[np.ix_(sector, sector)].real
print("Example s = 3/2, M = 0; basis (m1,m2) = "
      "(3/2,-3/2), (1/2,-1/2), (-1/2,1/2), (-3/2,3/2)")
for row in X0:
    print("  row of X:", as_text(row))
vector = np.array([1.0, 0, 0, 0])
result = float(coefficients[0]) * vector
for k in range(1, d):
    vector = X0 @ vector
    # k applications of X move at most k units of spin projection
    assert np.allclose(vector[k + 1:], 0, atol=TOL) and abs(vector[k]) > 0.1
    result = result + float(coefficients[k]) * vector
    print(f"  X^{k} e1 =", as_text(vector))
swapped = P[np.ix_(sector, sector)] @ np.array([1.0, 0, 0, 0])
assert np.allclose(result, swapped, atol=TOL)
print("  cubic applied to e1 =", as_text(result))
print("  swap applied to e1  =", as_text(swapped))

print("checks complete")
```

Printed output:

```
All numbers are dimensionless (hbar = 1)
s = 1/2: trace of P for M = 2s-k, k = 0..1: [1, 0]
  S = 0: x_S = -3/4, eps_S = -1
  S = 1: x_S = 1/4, eps_S = 1
  divided differences: -1, 2
  coefficients of X^0, X^1, ...: 1/2, 2
  Frobenius distance of P from best degree 0: 1.7321
s = 1: trace of P for M = 2s-k, k = 0..2: [1, 0, 1]
  S = 0: x_S = -2, eps_S = 1
  S = 1: x_S = -1, eps_S = -1
  S = 2: x_S = 1, eps_S = 1
  divided differences: 1, -2, 1
  coefficients of X^0, X^1, ...: -1, 1, 1
  Frobenius distance of P from best degree 1: 2.2361
s = 3/2: trace of P for M = 2s-k, k = 0..3: [1, 0, 1, 0]
  S = 0: x_S = -15/4, eps_S = -1
  S = 1: x_S = -11/4, eps_S = 1
  S = 2: x_S = -3/4, eps_S = -1
  S = 3: x_S = 9/4, eps_S = 1
  divided differences: -1, 2, -1, 2/9
  coefficients of X^0, X^1, ...: -67/32, -9/8, 11/18, 2/9
  Frobenius distance of P from best degree 2: 2.6458
Example s = 3/2, M = 0; basis (m1,m2) = (3/2,-3/2), (1/2,-1/2), (-1/2,1/2), (-3/2,3/2)
  row of X: (-9/4, 3/2, 0, 0)
  row of X: (3/2, -1/4, 2, 0)
  row of X: (0, 2, -1/4, 3/2)
  row of X: (0, 0, 3/2, -9/4)
  X^1 e1 = (-9/4, 3/2, 0, 0)
  X^2 e1 = (117/16, -15/4, 3, 0)
  X^3 e1 = (-1413/64, 573/32, -33/4, 9/2)
  cubic applied to e1 = (0, 0, 0, 1)
  swap applied to e1  = (0, 0, 0, 1)
checks complete
```
